# Exponential Trap Emission and the Sharp Cutoff in Charge Pumping

Charge pumping counts the interface traps of a metal-oxide-semiconductor transistor by filling them with electrons from one band and emptying them with holes from the other. Between the two fillings, shallow traps return their electrons thermally and drop out of the count. A simple estimate draws a sharp line: a trap has emitted if its emission rate times the available time exceeds one, and has kept its electron otherwise. The problem is to replace this line by the true survival law and find what changes.

The traps have a uniform density $D$ per unit area and energy, from the conduction edge $E_c$ down to a depth $w$. All are full at the start of an interval of length $t$, during which the temperature and the emission rates are constant and recapture is negligible. The band has one isotropic mass $m$, and its carriers obey Boltzmann statistics. Formulas are in Gaussian units, with $e>0$; $kT$ is the thermal energy.

## (a) The emission rate

**An empty trap captures electrons at the rate $\sigma v n$, where $\sigma$ is the capture cross section, $v$ the mean thermal speed and $n$ the electron density at the surface. Find the emission rate $e_n(E)$ of a full trap.**

**Solution.** With the Fermi level $E_F$ well below $E_c$, and $\varepsilon$ the energy above $E_c$,

$$n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}e^{-(E_c-E_F)/kT}\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon .$$

The integral is $\tfrac12\sqrt{\pi}\,(kT)^{3/2}$, so

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=2\left(\frac{m\,kT}{2\pi\hbar^2}\right)^{3/2}.$$

In equilibrium, capture and emission balance for each trap level separately. If $f$ is its occupation,

$$e_n f=\sigma v n(1-f),\qquad \frac{1-f}{f}=e^{(E-E_F)/kT}.$$

Here $E$ is an effective trap level: the trap degeneracy factor has been absorbed into it as a constant shift of order $kT$. Inserting $n$, the Fermi level cancels:

$$e_n(E)=\nu\,e^{-(E_c-E)/kT},\qquad \nu=\sigma vN_c .$$

The speed is the Maxwell mean, $v=(8kT/\pi m)^{1/2}$. We assume that this rate also holds out of equilibrium. That is reasonable while the lattice keeps its temperature and the band states that receive the electrons are nearly empty.

## (b) Two ways to count the emptied traps

**Write the energy width emptied in time $t$, first with the sharp rule and then with the survival law. Use $x=e_n(E)t$ as the variable.**

**Solution.** At the band edge $x=x_c=\nu t$; at the bottom of the trap band $x=x_0=x_c e^{-w/kT}$. Take $x_0<1<x_c$, so that the sharp line $x=1$ lies inside the band. From $1=x_ce^{-(E_c-E)/kT}$, the line lies at the depth

$$L_{\rm sharp}=kT\ln x_c .$$

This is also the width that the rule declares empty.

Without recapture, $df/dt=-e_nf$ with $f(0)=1$. Since $e_n$ is constant in time, the survival probability is $S=e^{-e_nt}=e^{-x}$. A level contributes $1-S$ to the emptied width. Because $x\propto e^{E/kT}$, we have $dE=kT\,dx/x$, and

$$L=\int(1-S)\,dE=kT\int_{x_0}^{x_c}\frac{1-e^{-x}}{x}\,dx .$$

The sharp rule replaces $1-e^{-x}$ by a step from 0 to 1 at $x=1$. The true function takes several $kT$ to make this change.

## (c) The difference for a long interval

**Find $L-L_{\rm sharp}$ when $x_c\gg1$ and $x_0\ll1$, and identify the constant that appears.**

**Solution.** Split the integral at $x=1$ and separate $1/x$ in the upper part:

$$\frac{L}{kT}=\int_{x_0}^{1}\frac{1-e^{-x}}{x}dx+\ln x_c-\int_1^{x_c}\frac{e^{-x}}{x}dx .$$

Now extend the first integral to 0 and the last to infinity, and correct for the added pieces. With

$$A_<=\int_0^1\frac{1-e^{-x}}{x}dx,\qquad A_>=\int_1^\infty\frac{e^{-x}}{x}dx,$$

$$E_1(x)=\int_x^\infty\frac{e^{-y}}{y}dy,\qquad {\rm Ein}(x)=\int_0^x\frac{1-e^{-y}}{y}dy,$$

this gives

$$\frac{L-L_{\rm sharp}}{kT}=A_<-A_>+E_1(x_c)-{\rm Ein}(x_0).$$

The area $A_<=0.7966$ comes from traps below the line that emit although the rule says they do not. The area $A_>=0.2194$ comes from traps above the line that survive although the rule says they emit. The two errors do not cancel, and the first is larger.

To identify $A_<-A_>$, consider for integer $n$ (here a counting number) the integral

$$I_n=\int_0^n\frac{1-(1-x/n)^n}{x}\,dx .$$

Put $y=1-x/n$, so $x=n(1-y)$ and $dx=-n\,dy$. Then

$$I_n=\int_0^1\frac{1-y^n}{1-y}dy=\sum_{j=0}^{n-1}\int_0^1y^j\,dy=\sum_{j=1}^{n}\frac1j\equiv H_n .$$

Splitting $I_n$ at $x=1$ as before also gives

$$H_n-\ln n=\int_0^1\frac{1-(1-x/n)^n}{x}dx-\int_1^n\frac{(1-x/n)^n}{x}dx .$$

As $n\to\infty$, $(1-x/n)^n\to e^{-x}$. The limit may be taken under the integrals: the first integrand lies between 0 and 1, since $(1-x/n)^n\ge1-x$ for $0\le x\le1$, and the second is at most $e^{-x}/x$. The right side therefore tends to $A_<-A_>$. The left side tends to Euler's constant $\gamma$, by its definition. Hence

$$L\simeq kT(\ln x_c+\gamma),\qquad L-L_{\rm sharp}\simeq\gamma kT=0.577\,kT .$$

The extra loss does not depend on $\sigma$, $m$ or $t$ once the interval is long. Changing any of them slides the transition region along the energy axis without changing its shape.

## (d) How long is long, and what does the number refer to?

**Bound the end corrections, treat an interval that is too long, and find how the result changes if the sharp line is drawn at half survival.**

**Solution.** In $E_1(x_c)$ the factor $1/y$ is less than $1/x_c$, and in ${\rm Ein}(x_0)$ we have $1-e^{-y}<y$. Thus

$$0<E_1(x_c)<\frac{e^{-x_c}}{x_c},\qquad 0<{\rm Ein}(x_0)<x_0 .$$

The upper condition is met quickly. With $x_0$ negligible, the extra loss is $0.797\,kT$ at $x_c=1$, $0.590\,kT$ at $x_c=3$ and $0.577\,kT$ at $x_c=10$.

If the interval is so long that $x_0>1$, the sharp rule empties the whole band, and $L_{\rm sharp}=w=kT\ln(x_c/x_0)$. The integral of part (b) is then

$$L=w-kT\,[E_1(x_0)-E_1(x_c)] .$$

The true loss is now smaller than the sharp one, by an amount that vanishes as $x_0$ grows. The shift $\gamma kT$ therefore belongs to intervals that are long for the shallowest traps and short for the deepest.

The number also depends on the sharp rule being $x=1$. Half survival means $e^{-x}=\tfrac12$, or $x=\ln2$, which lies at the depth $kT[\ln x_c-\ln(\ln2)]$. Relative to this line the extra loss is

$$kT[\gamma+\ln(\ln2)]=0.211\,kT .$$

A sharp line that gives the correct count for uniform $D$ must lie at the depth $kT(\ln x_c+\gamma)$, where $x=e^{-\gamma}=1/1.781=0.561$.

## (e) A complete pumping cycle

**The gate takes the surface through inversion, a hold at a middle level, accumulation, and a second hold at the middle level. Each hold lasts $t$. Electrons and holes have equal $\sigma$, $m$ and band densities, and the traps fill the gap $E_g$ uniformly. Find the charge pumped per cycle.**

**Solution.** Let $S_e$ and $S_h$ be the probabilities that a trap keeps its electron through the first hold and its hole through the second. Consider a trap that inversion fills.

1. In the first hold it returns $1-S_e$ electrons to the conduction band, on average.
2. In accumulation, holes empty it completely.
3. In the second hold it emits its hole with probability $1-S_h$, which means that a valence electron fills it.
4. In the next inversion it takes the missing $S_h$ electrons from the conduction band.

The net number taken from the conduction band is

$$S_h-(1-S_e)=1-(1-S_e)-(1-S_h).$$

Traps too close to $E_c$ to be filled completely return to the conduction band, in the first hold, all the electrons they took from it. Their net count is zero, in agreement with $S_e\simeq0$, $S_h\simeq1$. In the same way, traps too close to the valence edge to be emptied completely exchange carriers only with the valence band, in agreement with $S_e\simeq1$, $S_h\simeq0$. Integration over the gap gives the pumped width

$$W=E_g-L_e-L_h=E_g-2kT(\ln x_c+\gamma),\qquad Q=eDW .$$

Each hold costs an extra $\gamma kT$, so the cycle loses $2\gamma kT$ relative to the sharp rule. This count treats the two emission processes as separate and ignores capture during the holds. Part (f) examines that approximation for holds at midgap.

## (f) Numbers, and what an analysis would report

**Take $T=300$ K, $E_g=1.12$ eV, $m$ equal to 1.1 electron masses, $\sigma=10^{-15}$ cm$^2$, $D=10^{11}$ cm$^{-2}$eV$^{-1}$ and $t=10$ µs. Evaluate the widths and the charge. Which errors does the sharp rule cause in $D$ and $\sigma$?**

**Solution.** The masses and temperature give $N_c=2.895\times10^{19}$ cm$^{-3}$ and $v=1.026\times10^7$ cm/s. Therefore

$$\nu=10^{-15}\times1.026\times10^{7}\times2.895\times10^{19}\ {\rm s^{-1}}=2.97\times10^{11}\ {\rm s^{-1}},$$

$x_c=2.97\times10^6$ and $\ln x_c=14.904$. With $kT=25.852$ meV, the loss per hold is 385.3 meV by the sharp rule and 400.2 meV by the survival law. At midgap $x=1.16\times10^{-3}$, so both conditions of part (c) are well satisfied.

The pumped widths are

$$W_{\rm sharp}=1120-2(385.3)=349.4\ {\rm meV},$$

$$W=349.4-2(14.92)=319.6\ {\rm meV}.$$

The corresponding charges $eDW$ are 5.60 and 5.12 nC/cm$^2$. The sharp rule overestimates the charge by 9.3 percent of the survival value. The shift is small beside the gap but not beside the window that remains.

The approximation of part (e) was tested by solving the periodic occupation of each trap with capture and emission of both carriers. The gate steps were instantaneous. Each filling lasted 1 µs at a majority density of $10^{18}$ cm$^{-3}$, and both carrier densities were $1.13\times10^{10}$ cm$^{-3}$ during the holds. The solved width is 319.7 meV, larger than the formula by $0.0046\,kT$. The sharp rule misses it by about $1.15\,kT$.

This agreement requires $\sigma vnt\ll1$ for both carriers during the holds. With the Fermi level at midgap the product is $1.16\times10^{-3}$. If the Fermi level lies an energy $\Delta$ away from midgap, the product for the more numerous carrier grows by $e^{\Delta/kT}$ and reaches 0.38 at $\Delta=0.15$ eV. Capture during the holds is then no longer negligible, and neither the width formula nor the slope used below can be trusted.

For the analysis, vary both holds together at fixed temperature and gate levels. Since $\ln x_c=\ln\nu+\ln t$,

$$\frac{dQ}{d\ln t}=-2eD\,kT .$$

The constant $\gamma$ has dropped out, so for uniform $D$ and negligible capture during the holds the slope gives the correct $D$ with either rule. Applied to the solved cycle with holds of 5 and 10 µs, it returns 0.998 of the true density.

The cross section comes from the absolute charge. Equating the sharp formula, with an apparent rate $\nu_{\rm app}$, to the true width gives

$$\ln(\nu_{\rm app}t)=\ln(\nu t)+\gamma,\qquad \sigma_{\rm app}=e^{\gamma}\sigma=1.78\,\sigma ,$$

if $D$, $E_g$, $v$ and $N_c$ are known. The solved cycle gives a ratio of 1.777. Its width exceeds the formula by $0.0046\,kT$, which lowers $\ln\sigma_{\rm app}$ by half of 0.0046.

## (g) A density that rises toward the band

**Let $D(E)=D_*e^{a(E-E_*)}$, where $E_*$ is the energy of the sharp line. Find the extra loss in one interval.**

**Solution.** Put $u=(E-E_*)/kT$ and $s=akT>0$, so that $x=e^u$. Both ends of the trap band may be moved to infinity: the difference between the two rules falls as $e^{(1+s)u}$ far below the line and as $e^{su}\exp(-e^u)$ far above it. In units of $D_*kT$, the sharp rule retains

$$\int_{-\infty}^0e^{su}du=\frac1s .$$

The survival law retains

$$\int_{-\infty}^{\infty}e^{su}\exp(-e^u)\,du=\int_0^\infty x^{s-1}e^{-x}dx=\Gamma(s)=\frac{\Gamma(1+s)}{s}.$$

The extra number of traps lost per area is therefore

$$\Delta N=D_*kT\,\frac{1-\Gamma(1+s)}{s}.$$

As $s\to0$ the difference of the integrals becomes $A_<-A_>=\gamma$, the uniform result. If the density doubles every 0.20 eV, then $s=\ln2\times25.852/200=0.0896$, and the coefficient is 0.495 instead of 0.577. It falls because the sloped density raises the weight of the surviving traps above the line and lowers that of the emitting traps below it. At this slope the area below the line still gives the larger contribution. That remains so while $s<1$, where $\Gamma(1+s)<1$; the two areas are equal at $s=1$, and for steeper densities the extra loss changes sign.

## (h) Limits in a real silicon device

**Which neglected effects matter at the scale of $\gamma kT$?**

**Solution.** The example lies in the rough regime of an oxidized silicon surface. Its trap density is high for a well-passivated interface, where $10^{10}$ cm$^{-2}$eV$^{-1}$ is a rough typical size; $D$ scales the charge but not the widths. Real densities are not uniform, and part (g) gives the size of that effect for one slope. Cross sections are uncertain by far more than the factor 1.78, so the correction matters for absolute charges when $\sigma$ is known independently.

Several effects move the cutoff itself:

- **Mass anisotropy.** With rough silicon masses of 0.92 and 0.19 electron masses, the mean speed is 2.03 times the isotropic value. At fixed $\sigma$ and $N_c$ this moves the cutoff by $\ln2.03=0.71\,kT$.
- **Field lowering.** Suppose the trap attracts the emitted carrier by a Coulomb force. A field $F$ that pulls this carrier away from the interface then lowers the barrier by the minimum of $e^2/(\epsilon z)+eFz$ over the distance $z$, which is $2\sqrt{e^3F/\epsilon}$. For 0.1 MV/cm, roughly the field at a midgap surface for a doping of $10^{17}$ cm$^{-3}$ (lighter doping gives less), and a mean permittivity of 7.8 this is 86 meV, or $3.3\,kT$, if the carrier's own image charge in the oxide is neglected. It is the lowering straight along the field; in oblique directions the barrier falls less, so the cutoff moves by less than $3.3\,kT$. At a depleted p-type surface the field has this direction for holes, while it presses electrons toward the interface, so the estimate applies to the hole emission. A trap that is neutral after the emission lacks this Coulomb term. The dangling-bond defect of the oxidized silicon surface is usually described as such a trap for both carriers, so the estimate is not typical of it.
- **Temperature.** Since $\nu\propto T^2$, the sharp loss changes by $k(\ln x_c+2)=1.46$ meV/K at fixed gap. An error of 10 K equals the extra loss of one interval.
- **Gate edges.** If a 50 ns edge adds its full length to the hold at the same rate, the cutoff moves by $kT\ln(1+0.05/10)=0.005\,kT$. Each hold has an edge at both ends, so each cutoff moves by at most about $0.01\,kT$, and the pumped width, which has two cutoffs, by at most about $0.02\,kT$.

Raising $\nu$ by a constant factor moves both cutoffs equally, so the first two effects leave the difference $\gamma kT$ unchanged as long as recapture stays negligible. They do limit how well an absolute measurement can reveal it. Two further effects are outside the model. One is tunnelling into traps inside the oxide. The other is the quantization of the electron motion by the surface field, which at 0.1 MV/cm raises the lowest electron level by more than $kT$ above the band edge.

The hold is essential to the argument. With a two-level pulse, emission takes place during the gate ramp, while the surface carrier densities are changing. The start and end of the emission interval then depend on capture. An error by a factor $1.78$ in the assumed duration is as large as the correction, so adding $\gamma kT$ there requires a separate calculation of the interval.

## Computed results

```
temperature: 300 K
thermal energy kT: 25.852 meV
band gap: 1.12 eV
mass / electron mass: 1.10
capture cross section: 1.0e-15 cm2
trap density: 1.0e+11 1/(cm2 eV)
hold time of each emission interval: 10.0 us
filling time at each extreme level: 1.0 us
inversion electron density: 1.0e+18 1/cm3
effective density of states Nc: 2.895e+19 1/cm3
mean thermal speed: 1.026e+07 cm/s
emission rate at band edge: 2.970e+11 1/s
x_c = band-edge rate times hold: 2.970e+06
ln x_c: 14.904
rate times hold at midgap: 1.16e-03
carrier density in hold (midgap): 1.13e+10 1/cm3
area: emitted below cutoff: 0.7966 kT
area: surviving above cutoff: 0.2194 kT
extra loss by energy quadrature: 0.577216 kT
Euler constant: 0.577216
extra loss, trap band ends at midgap: 0.57605 kT
extra loss for short interval x_c=1: 0.79660 kT
extra loss for short interval x_c=3: 0.59026 kT
extra loss for short interval x_c=10: 0.57722 kT
extra loss against half-survival cutoff: 0.2107 kT
sharp-cutoff loss per interval: 385.3 meV
exponential-survival loss per interval: 400.2 meV
extra loss per interval: 14.92 meV
extra loss per cycle: 29.84 meV
pumped width, sharp cutoff: 349.4 meV
pumped width, survival formula: 319.6 meV
pumped width, full cycle solved: 319.7 meV
charge per cycle, sharp cutoff: 5.598 nC/cm2
charge per cycle, survival: 5.120 nC/cm2
sharp-cutoff excess over survival: 9.3 percent
density from time slope / true density: 0.9983
sharp-rule cross section / true one: 1.777
exp(Euler constant): 1.781
recapture in holds, width change per cycle: 0.0046 kT
gate edge time: 50 ns
gate edge, largest cutoff shift: 0.0050 kT
energy in which sloped density doubles: 0.20 eV
extra-loss coefficient, sloped density: 0.4952 kT
longitudinal mass / electron mass: 0.92
transverse mass / electron mass: 0.19
anisotropic / isotropic mean speed: 2.031
anisotropy, cutoff shift: 0.709 kT
surface field in hold: 0.10 MV/cm
mean relative permittivity: 7.8
field lowering, attractive trap: 85.9 meV
field lowering, cutoff shift: 3.32 kT
extra loss with field-raised rate: 0.577216 kT
degeneracy error of inversion density: 1.20 percent
sharp loss change per kelvin: 1.457 meV/K
temperature error equal to extra loss: 10.2 K
```
